**Stability threshold of an abrupt wall in a classical spin chain**

The program tests that the abrupt wall in a chain with bond energy $-J\,\mathbf s_i\cdot\mathbf s_{i+1}$ and site energy $-K(s_i^z)^2$ has lowest stiffness $2K-4J/3$, so that it loses stability below $K/J=2/3$. It obtains the stiffness by finite differences of the full spin energy and asserts the eigenvalue and the decay of the soft mode by a factor of 3 per site. It also asserts the exact sum-of-squares form of the energy for large random tilts, and a positive energy cost at threshold on a grid of wall-spin tilts whose sum is at most 90°. Relaxed chains confirm that the wall opens continuously below the threshold and stays collinear at $K/J=0.70$. For rough cobalt/platinum film values the output shows $K/J=0.00167$, a factor of 400 below the threshold, and a wide wall that agrees with the continuum formulas. For rough dysprosium-compound values, with $K/J=1.5$, it shows a stable abrupt wall and a barrier of 4.95 meV per chain for motion by one site. The last lines size thermal tilt, dipolar coupling, second-neighbour exchange and quantum mixing.

## Verification by program

```python
# Result under test: for the classical chain
#   E = -J sum s_i.s_(i+1) - K sum (s_i^z)^2   (unit spins, each bond once)
# the abrupt wall (up | down) has lowest stiffness 2K - 4J/3, and it is a
# strict local minimum for K/J >= 2/3 and unstable for K/J < 2/3.
# Symbols: k = K/J; u = transverse spin components; energies in units of J
# unless a unit is printed. Spins beyond the simulated part are collinear.
import numpy as np
from scipy.optimize import minimize
from scipy import constants as const

rng = np.random.default_rng(4)


def spin_energy(u, k, second=0.0, dmi=0.0):
    """Energy from full spin vectors; u has shape (n, 2), wall in the middle."""
    u = np.pad(u, ((2, 2), (0, 0)))
    n = len(u)
    sign = np.where(np.arange(n) < n // 2, 1.0, -1.0)
    z = sign * np.sqrt(1 - np.sum(u**2, axis=1))
    s = np.column_stack([u, z])
    e = -np.sum(s[:-1] * s[1:]) - k * np.sum(z**2)
    e -= second * np.sum(s[:-2] * s[2:])
    e += dmi * np.sum(np.cross(s[:-1], s[1:])[:, 1])
    return e


def numerical_hessian(f, m, h=1e-3):
    hess = np.zeros((m, m))
    steps = h * np.eye(m)
    for i in range(m):
        for j in range(i + 1):
            a, b = steps[i], steps[j]
            hess[i, j] = (f(a + b) - f(a - b) - f(b - a) + f(-a - b)) / (4*h*h)
            hess[j, i] = hess[i, j]
    return hess


def x_hessian(k, n=20, second=0.0):
    def f(x):
        return spin_energy(np.column_stack([x, np.zeros(n)]), k, second)
    return numerical_hessian(f, n)


# --- stiffness spectrum from the energy itself, both transverse directions
n = 20
lowest = {}
for k in (0.5, 0.8):
    hess = numerical_hessian(lambda v: spin_energy(v.reshape(n, 2), k), 2 * n)
    val, vec = np.linalg.eigh(hess)
    lowest[k] = val[0]
    assert np.allclose(val[:2], 2 * k - 4 / 3, atol=2e-5)
    assert val[2] > 2 * k - 2e-5          # only the two soft modes are bound
    size = np.linalg.norm(vec[:, 0].reshape(n, 2), axis=1)
    decay = size[n // 2 - 2] / size[n // 2 - 1]
    assert abs(decay - 1 / 3) < 1e-4
assert lowest[0.5] < 0 < lowest[0.8]

# --- exact sum-of-squares form of the energy, for large random tilts
distance = np.r_[np.arange(n // 2)[::-1], np.arange(n // 2)]
psi = np.pad(3.0 ** (-distance), 1, constant_values=3.0 ** (-n // 2))
for trial in range(50):
    k = rng.uniform(0.1, 2)
    angle = rng.uniform(0, 2 * np.pi, n)
    radius = rng.uniform(0, 0.98, n)
    u = radius[:, None] * np.column_stack([np.cos(angle), np.sin(angle)])
    direct = spin_energy(u, k) - spin_energy(0 * u, k)
    up = np.pad(u, ((1, 1), (0, 0)))
    c = np.sqrt(1 - np.sum(up**2, axis=1))
    scaled = up / psi[:, None]
    squares = psi[:-1] * psi[1:] * np.sum(np.diff(scaled, axis=0)**2, axis=1)
    bond_sign = np.ones(n + 1)
    bond_sign[n // 2] = -1
    formula = (0.5 * squares.sum() + (k - 2 / 3) * np.sum(u**2)
               + 0.5 * np.sum(bond_sign * np.diff(c)**2))
    assert abs(direct - formula) < 1e-9


# --- planar chain with fixed end angles, energy relative to a uniform domain
def planar(theta, k, left, right):
    d = np.diff(np.r_[left, theta, right])
    e = np.sum(2 * np.sin(d / 2)**2) + k * np.sum(np.sin(theta)**2)
    g = np.sin(d[:-1]) - np.sin(d[1:]) + k * np.sin(2 * theta)
    return e, g


def relax(theta, k, left, right, polish=True):
    res = minimize(planar, theta, args=(k, left, right), jac=True,
                   method="L-BFGS-B",
                   options=dict(ftol=1e-15, gtol=1e-10, maxiter=8000))
    theta = res.x
    if polish:                            # Newton steps, then a minimum check
        for _ in range(8):
            d = np.diff(np.r_[left, theta, right])
            hess = np.diag(np.cos(d[:-1]) + np.cos(d[1:])
                           + 2 * k * np.cos(2 * theta))
            off = -np.cos(d[1:-1])
            hess += np.diag(off, 1) + np.diag(off, -1)
            theta = theta - np.linalg.solve(hess, planar(theta, k, left, right)[1])
        assert np.max(np.abs(planar(theta, k, left, right)[1])) < 1e-10
        assert np.linalg.eigvalsh(hess)[0] > 0
    return theta, planar(theta, k, left, right)[0]


def half_energy(end_angle, k):
    """Relaxed half chain from an up domain to a spin held at end_angle."""
    return relax(np.zeros(24), k, 0.0, end_angle)[1]


# --- at k = 2/3 no state with wall-spin tilts a + b <= 90 deg lies lower
kc = 2 / 3
degrees = np.arange(5, 90, 5)
half = {a: half_energy(np.radians(a), kc) for a in degrees}


def excess(a, b):
    ra, rb = np.radians([a, b])
    return (half[a] + half[b] + kc * (np.sin(ra)**2 + np.sin(rb)**2)
            + np.cos(ra + rb) - 1)


margins = [excess(a, b) for a in degrees for b in degrees if a + b <= 90]
assert min(margins) > 0
quartic = excess(5, 5) / np.radians(5)**4
assert abs(quartic - 0.2) < 0.01


# --- wall relaxed without constraint, below and above the threshold
def relaxed_wall(k, start=0.3):
    tilt = start * 3.0 ** (-np.arange(20.0))
    theta = np.r_[tilt[::-1], np.pi - tilt]
    theta, e = relax(theta, k, 0.0, np.pi)
    return theta[19], e


delta = 5e-4
eps_small, e_small = relaxed_wall(kc - delta)
slope = eps_small**2 / delta
assert abs(slope / (45 / 8) - 1) < 0.02
table = [(k,) + relaxed_wall(k) for k in (0.5, 0.6, 0.65, 0.7)]
for k, tilt, e in table:
    if k < kc:
        assert abs(tilt) > 0.05 and e < 2 - 1e-5
    else:
        assert abs(tilt) < 1e-7 and abs(e - 2) < 1e-10

# --- linear force of interfacial Dzyaloshinskii-Moriya coupling on the wall
force = np.zeros(n)
for i in range(n):
    u = np.zeros((n, 2))
    u[i, 0] = 1e-4
    force[i] = (spin_energy(u, 1, dmi=1) - spin_energy(-u, 1, dmi=1)) / 2e-4
expected = np.zeros(n)
expected[n // 2 - 1:n // 2 + 1] = 2
assert np.allclose(force, expected, atol=1e-6)

# --- racetrack film, rough typical values
A, Ku, a_film, D_film = 15e-12, 0.8e6, 0.25e-9, 1e-3
J_film, K_film = 2 * A / a_film, Ku * a_film
k_film = K_film / J_film
Ku_needed = 4 * A / (3 * a_film**2)
assert abs(Ku_needed * a_film / J_film - 2 / 3) < 1e-12
width = np.sqrt(A / Ku)
sigma_cont = 4 * np.sqrt(A * Ku)
m = 400
ramp = np.clip((np.arange(m) - (m - 1) / 2) / 60 + 0.5, 0, 1) * np.pi
theta_film, e_film = relax(ramp, k_film, 0.0, np.pi, polish=False)
sigma_chain = e_film * J_film
width_chain = a_film / (theta_film[m // 2] - theta_film[m // 2 - 1])
assert abs(sigma_chain / sigma_cont - 1) < 2e-3
assert abs(width_chain / width - 1) < 1e-2

# --- narrow-wall regime, rough energies per ion in meV
J, K, T, spacing = 4.0, 6.0, 4.2, 0.35e-9
spin, lande = 7.5, 4 / 3
k = K / J
meV = 1e-3 * const.e
kT = const.k * T / meV
hess = x_hessian(k)
stiffness = J * np.linalg.eigvalsh(hess)[0]
assert abs(stiffness - (2 * K - 4 * J / 3)) < 1e-3
phi = np.linspace(0, np.pi, 19)
path = np.array([half_energy(p, k) + half_energy(np.pi - p, k)
                 + k * np.sin(p)**2 for p in phi])
assert np.argmax(path) == 9 and abs(path[0] - 2) < 1e-9
barrier = J * (path[9] - path[0])
assert 0 < barrier < K
centre = n // 2 - 1
tilt_thermal = np.sqrt(2 * kT / J * np.linalg.inv(hess)[centre, centre])
moment = lande * spin
mu_B = const.physical_constants["Bohr magneton"][0]
dipole = const.mu_0 * (moment * mu_B)**2 / (4 * np.pi * spacing**3) / meV
shifted = {}
for j2 in (-0.1, 0.1):
    shifted[j2] = k - np.linalg.eigvalsh(x_hessian(k, second=j2))[0] / 2

# two quantum wall spins |m, -m> between frozen collinear neighbours
mz = np.arange(spin, -spin - 1, -1)
Iq, Dq = J / spin**2, K / spin**2
Hq = np.diag(Iq * mz**2 - 2 * Dq * mz**2 - 2 * Iq * spin * mz)
hop = -0.5 * Iq * (spin * (spin + 1) - mz[:-1] * (mz[:-1] - 1))
Hq += np.diag(hop, 1) + np.diag(hop, -1)
ground = np.linalg.eigh(Hq)[1][:, 0]
mixing = 1 - ground[0]**2
assert mixing < 0.1

print("GENERAL CHAIN")
print(f"lowest stiffness/J at K/J=0.5: {lowest[0.5]:.4f}")
print(f"lowest stiffness/J at K/J=0.8: {lowest[0.8]:.4f}")
print(f"decay of soft mode per site: {decay:.4f}")
print(f"quartic coefficient/J at threshold: {quartic:.3f}")
print(f"tilt^2/(2/3-K/J) just below threshold: {slope:.3f}")
for kk, tilt, e in table:
    print(f"K/J={kk:.2f}: wall-spin tilt {abs(np.degrees(tilt)):.2f} deg,"
          f" wall energy {e:.4f} J")
print("RACETRACK FILM (rough typical inputs)")
print(f"exchange stiffness A: {A*1e12:.1f} pJ/m")
print(f"effective anisotropy Ku: {Ku*1e-6:.2f} MJ/m3")
print(f"spacing a: {a_film*1e9:.2f} nm")
print(f"J per wall area: {J_film*1e3:.1f} mJ/m2")
print(f"K per wall area: {K_film*1e3:.3f} mJ/m2")
print(f"K/J: {k_film:.5f}")
print(f"lowest stiffness/J of abrupt wall: {2*k_film-4/3:.4f}")
print(f"Ku needed for abrupt wall: {Ku_needed*1e-6:.0f} MJ/m3")
print(f"needed Ku / actual Ku: {Ku_needed/Ku:.0f}")
print(f"width parameter, continuum: {width*1e9:.3f} nm")
print(f"width parameter, relaxed chain: {width_chain*1e9:.3f} nm")
print(f"wall energy, continuum: {sigma_cont*1e3:.3f} mJ/m2")
print(f"wall energy, relaxed chain: {sigma_chain*1e3:.3f} mJ/m2")
print(f"abrupt wall energy 2J: {2*J_film*1e3:.1f} mJ/m2")
print(f"DM constant: {D_film*1e3:.1f} mJ/m2")
print(f"DM bond energy / J: {D_film/J_film:.4f}")
print("NARROW-WALL REGIME (rough inputs per ion)")
print(f"J: {J:.1f} meV")
print(f"K: {K:.1f} meV")
print(f"K/J: {k:.2f}")
print(f"lowest stiffness: {stiffness:.3f} meV")
print(f"abrupt wall energy: {J*path[0]:.2f} meV")
print(f"barrier for one-site motion: {barrier:.3f} meV")
print(f"temperature: {T:.1f} K")
print(f"thermal energy kT: {kT:.3f} meV")
print(f"barrier/kT: {barrier/kT:.1f}")
print(f"classical rms transverse part of wall spin: {tilt_thermal:.3f}")
print(f"same as a tilt: {np.degrees(np.arcsin(tilt_thermal)):.1f} deg")
print(f"ion angular momentum: {spin:.1f} hbar")
print(f"Lande factor: {lande:.4f}")
print(f"ion moment: {moment:.1f} Bohr magnetons")
print(f"ion spacing: {spacing*1e9:.2f} nm")
print(f"dipolar energy scale: {dipole:.3f} meV")
print(f"dipolar scale / J: {dipole/J:.3f}")
print(f"threshold K/J, second-neighbour -0.1 J: {shifted[-0.1]:.4f}")
print(f"threshold K/J, second-neighbour +0.1 J: {shifted[0.1]:.4f}")
print(f"quantum weight outside collinear state: {mixing:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
GENERAL CHAIN
lowest stiffness/J at K/J=0.5: -0.3333
lowest stiffness/J at K/J=0.8: 0.2667
decay of soft mode per site: 0.3333
quartic coefficient/J at threshold: 0.200
tilt^2/(2/3-K/J) just below threshold: 5.619
K/J=0.50: wall-spin tilt 48.20 deg, wall energy 1.8719 J
K/J=0.60: wall-spin tilt 32.93 deg, wall energy 1.9757 J
K/J=0.65: wall-spin tilt 17.25 deg, wall energy 1.9983 J
K/J=0.70: wall-spin tilt 0.00 deg, wall energy 2.0000 J
RACETRACK FILM (rough typical inputs)
exchange stiffness A: 15.0 pJ/m
effective anisotropy Ku: 0.80 MJ/m3
spacing a: 0.25 nm
J per wall area: 120.0 mJ/m2
K per wall area: 0.200 mJ/m2
K/J: 0.00167
lowest stiffness/J of abrupt wall: -1.3300
Ku needed for abrupt wall: 320 MJ/m3
needed Ku / actual Ku: 400
width parameter, continuum: 4.330 nm
width parameter, relaxed chain: 4.328 nm
wall energy, continuum: 13.856 mJ/m2
wall energy, relaxed chain: 13.854 mJ/m2
abrupt wall energy 2J: 240.0 mJ/m2
DM constant: 1.0 mJ/m2
DM bond energy / J: 0.0083
NARROW-WALL REGIME (rough inputs per ion)
J: 4.0 meV
K: 6.0 meV
K/J: 1.50
lowest stiffness: 6.667 meV
abrupt wall energy: 8.00 meV
barrier for one-site motion: 4.949 meV
temperature: 4.2 K
thermal energy kT: 0.362 meV
barrier/kT: 13.7
classical rms transverse part of wall spin: 0.273
same as a tilt: 15.8 deg
ion angular momentum: 7.5 hbar
Lande factor: 1.3333
ion moment: 10.0 Bohr magnetons
ion spacing: 0.35 nm
dipolar energy scale: 0.125 meV
dipolar scale / J: 0.031
threshold K/J, second-neighbour -0.1 J: 0.6301
threshold K/J, second-neighbour +0.1 J: 0.7086
quantum weight outside collinear state: 0.0320
ALL CHECKS PASSED
```
